# Phonon-drag thermopower, Herring's formula and the Kelvin relation, part 2

Phonons dragging electrons add $S_g$ to the diffusion thermopower $S_d$; electrons dragging phonons add $\Pi_g$ to the Peltier part $\Pi_d$. We now evaluate these in a model.

**Conventions.** Hartree units, $\hbar=e=k_B=1$, electron charge $-1$; thermopower in $k_B/e=86.173\ \mu$V/K. $T$ is an energy, $\zeta$ the chemical potential, $n$ the electron density, $\mu$ the mobility ($\sigma=n\mu$), $\mathcal E=E+\nabla\zeta$, along $x$. Phonons have $\omega_q=vq$ and lattice-loss length $l_q=v\tau_q$. Sums are per volume, spin included. With Fermi and Bose functions $f^0_k,N^0_q$, $F_k=f^0_k(1-f^0_k)$ and $D_q=N^0_q(1+N^0_q)$,
$$f_k=f^0_k+F_k\,\phi_k,\qquad N_q=N^0_q+D_q\,\psi_q,\qquad x=(\phi,\psi).$$
$\mathcal E=S\,\nabla T$ at $J=0$; $Q=\Pi J$ at $\nabla T=0$.

**Lemma 1.** With $v_k=\partial\varepsilon_k/\partial k_x$, $v_q=\partial\omega_q/\partial q_x$, $b=b_e+b_p$:
$$a=(-v_kF_k,\,0),\qquad b_e=((\varepsilon_k-\zeta)v_kF_k,\,0),\qquad b_p=(0,\,\omega_qv_qD_q).$$
Streaming terms equal $\frac1T\left[-a\,\mathcal E+b\,\nabla T/T\right]$; $J=a\cdot x$, $Q=b\cdot x$.

**Lemma 2.** Collisions equal $-\Omega x$, with symmetric $\Omega=\Omega^{c}+I+R$ (electron-phonon, impurity, lattice loss; $R$ has entries $D_q/\tau_q$) and blocks $\Omega_{ee},\Omega_{ep},\Omega_{pe},\Omega_{pp}$. $\Omega^c=\sum P\,ss^T$, $P=Wf^0_k(1-f^0_{k'})N^0_q$, $W$ the rate constant; the vector $s$ is $+1$ at $k,q$ and $-1$ at $k'$.
$$\Omega x=\frac1T\left[a\,\mathcal E-b\,\frac{\nabla T}{T}\right].\tag{1}$$

**Lemma 3.** The coupled mobility is never below the Bloch mobility (phonons in equilibrium).

**Lemma 4.** For $p=(k_x,q_x)$: $\Omega^cp=0$, $a\cdot p=-nT$.

**Theorem.** (i) $\Pi_d=TS_d$, $\Pi_g=TS_g$,
$$S_g=-\frac{a\cdot\tilde\Omega^{-1}\Omega_{ep}\Omega_{pp}^{-1}b_p}{T\,a\cdot\tilde\Omega^{-1}a},\qquad \tilde\Omega=\Omega_{ee}-\Omega_{ep}\Omega_{pp}^{-1}\Omega_{pe}.$$
(ii) (Herring's form)
$$S_g=-\frac{\beta\,v\,\bar l}{\mu T},$$
where, in the field problem ($\nabla T=0$),
$$L_q=\frac{q_xD_q\psi_q}{\tau_q},\quad\beta=\frac{\sum_qL_q}{-n\mathcal E},\quad\bar l=\frac{\sum_ql_qL_q}{\sum_qL_q}.$$
(iii) $S_g^0$ is (i) with $\tilde\Omega\to\Omega_{ee}$. Dropping $\Omega_{pe}$ gives $\Pi-TS=-TS_g^0$; dropping $\Omega_{ep}$, $+TS_g^0$; both, $0$.

**Corollary 1 (complete drag).** For $I=0$, $R\to0$: $S_g\to-C/(3n)$, $C$ the heat capacity per volume of the coupled phonon modes. The fall of $|S_g|$ towards this regime as $n$ rises is called saturation.

## Corollary 2: deformation-potential model

Take $\varepsilon=k^2/2m$ and the coupling $H'=\Xi\,\nabla\cdot\mathbf u$. A longitudinal mode has displacement amplitude $(2\rho\omega_q)^{-1/2}$ per quantum in unit volume, for mass density $\rho$, and the divergence multiplies it by $q$. So $|g_q|^2=\Xi^2q^2/(2\rho\omega_q)=\Xi^2q/(2\rho v)$, and the golden rule gives $W=2\pi|g_q|^2\,\delta(\varepsilon_{k'}-\varepsilon_k-vq)$.

The operator is rotationally invariant and the drives are $x$ components of vectors, so $\phi=\phi(k)\hat k_x$ and $\psi=\psi(q)\hat q_x$. For a process with a fixed triangle $\mathbf k+\mathbf q=\mathbf k'$, $s\cdot x$ is the $x$ component of $\mathbf A=\phi\hat{\mathbf k}+\psi\hat{\mathbf q}-\phi'\hat{\mathbf k}'$, and the average of $A_x^2$ over orientations of the triangle is $|\mathbf A|^2/3$. The density of states is $\mathcal N(\varepsilon)=mk/\pi^2$, from $2\cdot4\pi k^2dk/(2\pi)^3$ and $d\varepsilon=k\,dk/m$. The phonon sum is $q^2dq\,dc/(4\pi^2)$ with $c$ the cosine between $\mathbf k$ and $\mathbf q$. The argument of the delta function is $kqc/m+q^2/2m-vq$, so the $c$ integral gives $m/(kq)$. The equilibrium rate per $d\varepsilon\,dq$ is
$$P=\frac{mk}{\pi^2}\cdot\frac{\pi\Xi^2q}{\rho v}\cdot\frac{mq}{4\pi^2k}\,f^0(1-f^{0\prime})N^0=\frac{m^2\Xi^2q^2}{4\pi^3\rho v}\,f^0(1-f^{0\prime})N^0,$$
and $x\cdot\Omega^cx=\frac13\iint P|\mathbf A|^2\,d\varepsilon\,dq$. Energy conservation reads $q=(k'-k)(k'+k)/(2mv)$. The triangle conditions $k'-k\le q\le k'+k$ then become $k'+k\ge2mv$ and $k'-k\le2mv$. Short-range impurities scatter isotropically, so the in-scattering term averages to zero for an odd $\phi$. Their rate is proportional to $\mathcal N\propto k$, which is written $(k/m)/\lambda_i$ with a constant mean free path $\lambda_i$.

**Corollary 2.** For nondegenerate electrons, $n\to0$ and $mv^2\ll T$, with $l_q=l_T(k_T/q)^s$, $k_T=\sqrt{2mT}$, $s<4$:
$$\lambda_{ph}=\frac{\pi\rho v^2}{\Xi^2m^2T},\quad \frac1\lambda=\frac1{\lambda_{ph}}+\frac1{\lambda_i},\quad \mu=\frac{4\lambda}{3\sqrt{2\pi mT}},\quad \beta=\frac{\lambda}{\lambda_{ph}},$$
$$S_d=-\left(2-\frac\zeta T\right),\qquad \bar l=l_T\,\frac{4\cdot2^{-s}}{4-s}\,\frac{\Gamma(5/2-s/2)}{\Gamma(5/2)}.$$

*Proof.* A thermal electron couples to $q\lesssim2k_T$, so $vq/T\lesssim2\sqrt{2mv^2/T}\ll1$. Then $k'\approx k$, $\phi'\approx\phi$, $N^0\approx T/(vq)$, and $q$ runs from $0$ to $2k$. As $n\to0$ the term $\Omega_{ep}\psi$ is negligible in the field problem. Half the derivative of the quadratic form with respect to $\phi(\varepsilon)$ gives the row of $\Omega^c_{ee}$. The shell $\varepsilon$ appears once as $k$ and once as $k'$, each time with $\frac13P(\phi-\phi'\cos\theta_{kk'})$, and the law of cosines gives $1-\cos\theta_{kk'}=q^2/2k^2$. Therefore
$$\Omega^c_{ee}\phi=\frac{F\phi}{3}\cdot2\int_0^{2k}\frac{m^2\Xi^2q^2}{4\pi^3\rho v}\,\frac{T}{vq}\,\frac{q^2}{2k^2}\,dq=\frac{F\phi}{3}\,\frac{m^2\Xi^2T}{4\pi^3\rho v^2k^2}\,4k^4=\frac{\mathcal NF\phi}{3}\,\frac{k/m}{\lambda_{ph}},$$
where the last step uses $\mathcal N k/m=k^2/\pi^2$. Adding impurities, the electron equation is $\frac13\mathcal NF(k/m)\phi/\lambda=-\frac13\mathcal NF(k/m)\mathcal E/T$, so $\phi=-\lambda\mathcal E/T$, independent of energy. With $F=e^{(\zeta-\varepsilon)/T}$ and $k^2=2m\varepsilon$,
$$\sigma=\frac{\lambda}{3T}\int\frac{2m\varepsilon}{\pi^2}F\,d\varepsilon=\frac{2m\lambda T}{3\pi^2}e^{\zeta/T},\qquad n=\int\frac{m\sqrt{2m\varepsilon}}{\pi^2}F\,d\varepsilon=\frac{m\sqrt{2m}\,T^{3/2}}{\pi^2}\frac{\sqrt\pi}{2}e^{\zeta/T},$$
and $\sigma/n$ is the stated $\mu$. Since $\phi$ is constant, $\Pi_d=b_e\cdot\phi/a\cdot\phi=-\int(\varepsilon-\zeta)\varepsilon e^{-\varepsilon/T}d\varepsilon/\int\varepsilon e^{-\varepsilon/T}d\varepsilon=-(2T-\zeta)$, which gives $S_d$.

The phonon row reduces to $R\psi=-\Omega_{pe}\phi$. A process contributes $\frac13P\,\hat{\mathbf q}\cdot(\phi\hat{\mathbf k}-\phi'\hat{\mathbf k}')$ to $\Omega_{pe}\phi$. For $k'=k$ this vector is $\phi(\mathbf k-\mathbf k')/k=-\phi\,\mathbf q/k$, so the momentum loss per $d\varepsilon\,dq$ is
$$L=\frac{P}{3}\,\frac{q^2\phi}{k}=\frac{F\phi}{3k}\,\frac{m^2\Xi^2T}{4\pi^3\rho v^2}\,q^3.$$
Integrating $q^3$ to $2k$ gives $4k^4$ and a loss per shell $\frac13\mathcal NF\,k\,(k/m)\,\phi/\lambda_{ph}$. The input per shell is $-\frac13\mathcal NF\,k\,(k/m)\,\mathcal E/T$. With $\phi=-\lambda\mathcal E/T$ the ratio is $\lambda/\lambda_{ph}$ in every shell. Within a shell the mean of $l_q$ is
$$\frac{1}{4k^4}\int_0^{2k}l_Tk_T^sq^{3-s}dq=l_T\,\frac{4\cdot2^{-s}}{4-s}\left(\frac{\varepsilon}{T}\right)^{-s/2},$$
using $k/k_T=\sqrt{\varepsilon/T}$. The shells are weighted by $k^3F\propto\varepsilon^{3/2}e^{-\varepsilon/T}$, and the average of $(\varepsilon/T)^{-s/2}$ with this weight is $\Gamma(5/2-s/2)/\Gamma(5/2)$. $\square$

For $s=2$ the prefactor is $1/2$ and $\Gamma(3/2)/\Gamma(5/2)=2/3$, so $\bar l=l_T/3$. The length in Herring's formula belongs to phonons with $q$ near $2k_T$, weighted by $q^3$. It is not the mean free path deduced from the thermal conductivity, which belongs to phonons with $vq\sim T$.

In this model $\beta/\mu=1/\mu_{ph}$, where $\mu_{ph}$ is the mobility with $\lambda=\lambda_{ph}$. Impurities of this kind lower $\mu$ and $\beta$ equally and leave $S_g$ unchanged. One may use $\beta$ with the total mobility, or $\beta=1$ with the phonon-limited one. Omitting $\beta$ while using the total mobility overstates the drag, and keeping it with $\mu_{ph}$ counts it twice.

The small expansion quantity is $vq/T\sim\sqrt{mv^2/T}$. Absorption and emission shift the energy by opposite amounts, so their first-order corrections cancel and the leading error in $\mu$ and $\beta$, and in $\bar l$ for $s<3$, is of order $mv^2/T$. Slow electrons with $k\sim mv$, for which the elastic approximation fails, add to $\bar l$ an error of order $(mv^2/T)^{(5-s)/2}$, and this is the larger term for $3<s<4$: with the inputs of the example below and $s=3.5$, $\bar l$ lies about 6% below the formula.

## Worked example

The inputs are model choices and not measured data. Only longitudinal acoustic phonons with deformation-potential coupling are included, so the numbers describe the model and no particular material; extra digits are kept only to compare identities. They are $m=0.5$, $v=6000$ m/s $=2.74262\times10^{-3}$, $\rho=2650$ kg/m³ $=431.08$, $\Xi=6$ eV $=0.220496$ Ha, $T=100$ K $=3.16681\times10^{-4}$ Ha $=8.617\times10^{-3}$ eV, $\lambda_i=3000$ Å $=5669.18$ bohr, $l_T=10^5$ Å $=188973$ bohr, $s=2$, and $n=10^{15}$ cm⁻³ $=1.48185\times10^{-10}$ bohr⁻³. Then $mv^2/T=0.01188$, $k_T=0.0177955$ bohr⁻¹ $=0.03363$ Å⁻¹ and $\zeta/T=-7.4425$, so the conditions of Corollary 2 are nearly met.

The elastic formulas give
$$\lambda_{ph}=\frac{\pi\times431.08\times(2.74262\times10^{-3})^2}{0.220496^2\times0.5^2\times3.16681\times10^{-4}}=2646.5\ \text{bohr}=1400.5\ \text{Å},$$
$$\lambda=\left(\frac1{2646.53}+\frac1{5669.18}\right)^{-1}=1804.26\ \text{bohr}=954.8\ \text{Å},\qquad\beta=\frac{1804.26}{2646.53}=0.6817,$$
$$\mu=\frac{4\times1804.26}{3\sqrt{2\pi\times0.5\times3.16681\times10^{-4}}}=7.627\times10^4,$$
which is 3244.8 cm²/Vs, one atomic unit being about 0.04254 cm²/Vs. With $\bar l=188973/3=62990.9$ bohr $=33333$ Å,
$$S_g=-\frac{0.68174\times2.74262\times10^{-3}\times62990.9}{76269.5\times3.16681\times10^{-4}}=-4.876\ k_B/e=-420.2\ \mu\text{V/K},$$
and $S_d=-(2+7.4425)=-9.4425\ k_B/e=-813.7\ \mu$V/K.

The coupled equations were also solved without the elastic approximation, on 1200 electron energies up to $13T$ and 100 phonon shells. The field problem gives $\mu=77074$ (3279.0 cm²/Vs), $\beta=0.67851$ and $\bar l=62653.4$ bohr $=33155$ Å, so part (ii) predicts
$$S_g=-\frac{0.67851\times2.74262\times10^{-3}\times62653.4}{77074\times3.16681\times10^{-4}}=-4.777\ k_B/e=-411.63\ \mu\text{V/K}.$$
The temperature-gradient problem gives $-411.59\ \mu$V/K. The difference of one part in $10^4$ comes from cutting the energy grid at $13T$, which makes $a\cdot p=-nT$ inexact at that level. The elastic estimate is about 2% larger in magnitude than the numerical value. The ratios quoted at the end for $n=10^{12}$ cm⁻³ give $0.9955\times0.9965/1.0100=0.982$, so about 1.8% is already present as $n\to0$, comparable with $mv^2/T=0.012$ (and including grid error), and the remaining 0.3% comes from the finite density. The Bloch mobility is 3277.1 cm²/Vs, just below the coupled value as Lemma 3 requires. The last digits carry the error of this grid: the converged values are higher by about 1.3 cm²/Vs (0.04%) for both mobilities and by about 9 Å for $\bar l$, and smaller in magnitude by about 0.06 µV/K for $S_g$. In the table below the mobilities shift by about the same amount and $S_g$ by up to about 0.1 µV/K, and the constant-$l$ mobilities shift by about 2 cm²/Vs. With $S_d=-813.43\ \mu$V/K the total is $S=-1225.02\ \mu$V/K.

On the Peltier side the heat per unit charge is $\Pi_g=-1.51257\times10^{-3}$ Ha $=-0.04116$ eV and $\Pi_d=-2.98929\times10^{-3}$ Ha $=-0.08134$ eV. Their sum equals $TS=-4.50187\times10^{-3}$ Ha $=-0.12250$ eV, with a gap of about $4\times10^{-18}$ Ha, which is rounding error. The one-way coefficient is $S_g^0=-4.77555\ k_B/e=-411.52\ \mu$V/K, so $-TS_g^0=3.16681\times10^{-4}\times4.77555=1.51233\times10^{-3}$ Ha $=0.04115$ eV. The truncated systems give gaps of $+1.51233\times10^{-3}$ Ha without $\Omega_{pe}$, $-1.51233\times10^{-3}$ Ha without $\Omega_{ep}$, and about $-3\times10^{-18}$ Ha without both. The violation is about a third of $TS$, at a density where dropping $\Omega_{pe}$ changes $S_g$ only from $-411.59$ to $-411.52\ \mu$V/K.

That small change has a sign one might not expect: the one-way value is the smaller in magnitude, although saturation lowers $|S_g|$. There is no conflict. The truncation keeps $\Omega^c_{pp}$ inside $\Omega_{pp}$, so $S_g^0$ already contains the saturation caused by phonons scattering on electrons. The two values differ only through the term $\Omega_{pe}\phi$, and at zero current $\phi$ carries no net drift. If $\phi$ could only be a rigid drift, $\tilde\Omega$ and $\Omega_{ee}$ would be numbers that cancel in the ratio of (i), and $S_g$ would equal $S_g^0$. The difference comes from the shape of $\phi$. In the elastic limit with $s=2$ the drag force on a shell is proportional to $Fk^{-1}\int_0^{2k}q^3l_q\,dq\propto Fk$, and $\Omega_{ee}\propto Fk^2$, so the drag part of $\phi$ varies as $1/k$ while the field part is constant. At $J=0$ the slow electrons therefore move with the phonons and the fast ones against them. To find the sign, let $K=\Omega_{ep}\Omega_{pp}^{-1}\Omega_{pe}$, $\chi=\Omega_{ee}^{-1}a$ (constant) and $w=\Omega_{ee}^{-1}\Omega_{ep}\Omega_{pp}^{-1}b_p\propto1/k$. To first order $\tilde\Omega^{-1}=\Omega_{ee}^{-1}+\Omega_{ee}^{-1}K\Omega_{ee}^{-1}$, so (i) gives $S_g/S_g^0-1=(K\chi)\cdot\left[w/(a\cdot w)-\chi/(a\cdot\chi)\right]$. The product of $a$ with the bracket is positive at small $k$, negative at large $k$, and sums to zero. With $\Omega_{pp}\approx R\propto q^2$ and $\Omega_{pe}\chi\propto q^2\int_{k>q/2}F\,d\varepsilon/k\propto q^2\,\mathrm{erfc}(q/2k_T)$, one finds $K\chi\propto Fk^{-1}\int_0^{2k}q^2\,\mathrm{erfc}(q/2k_T)\,dq$ with the sign of $a\propto Fk^2$. The ratio $K\chi/a$ is positive and decreases with $k$, so the slow electrons are weighted more and $|S_g|$ exceeds $|S_g^0|$ slightly. The sign of this change is a property of the model and not a general rule.

The density dependence of the full solution follows, with $\lambda_i$ and $l_q$ held fixed. In a doped crystal the dopants would shorten both as $n$ rises, so the table isolates the electron-phonon feedback and the degeneracy and is not a doping curve:

| $n$ (cm⁻³) | $\zeta/T$ | $\mu$ (cm²/Vs) | $\beta$ | $\bar l$ (Å) | $S_g$ (µV/K) |
|---|---|---|---|---|---|
| $10^{15}$ | −7.443 | 3279.0 | 0.6785 | 33155 | −411.59 |
| $10^{16}$ | −5.138 | 3293.6 | 0.6772 | 32647 | −402.70 |
| $10^{17}$ | −2.817 | 3413.5 | 0.6655 | 29491 | −344.92 |
| $5\times10^{17}$ | −1.125 | 3689.4 | 0.6310 | 23762 | −243.79 |

All three factors work in the same direction, and the fall of $\bar l$ is the largest. Two causes lower $\bar l$. First, in the elastic nondegenerate limit $\Omega^c_{pp}\propto q\int_{k>q/2}F\,d\varepsilon\propto n\,q\,e^{-q^2/4k_T^2}$ while $R\propto q^2$, so their ratio is largest at small $q$: the long-lived modes are the first to lock to the electron drift, after which they take up less momentum, and the weight $L_q$ moves to modes with shorter $l_q$. Second, degeneracy sets in. Repeating the shell average of Corollary 2 with $F=-T\,\partial f^0/\partial\varepsilon$ and integrating by parts multiplies $l_T/3$ by $\sum_j(-1)^{j+1}z^jj^{-1/2}\big/\sum_j(-1)^{j+1}z^jj^{-3/2}$ with $z=e^{\zeta/T}$, which is about 0.91 in the last row, against the total fall to $23762/33155=0.72$. When $l$ is constant, $\bar l$ cannot change and, without impurities, $\beta=1$, so saturation must come through $\mu$ alone. For $l=30000$ Å the mobility rises from 4833.0 cm²/Vs at $10^{15}$ cm⁻³ to 5794.5 cm²/Vs at $5\times10^{17}$ cm⁻³. The computed $S_g$ is $-372.40$ and $-310.61\ \mu$V/K, against $-372.44$ and $-310.64\ \mu$V/K from $-vl/(\mu T)$ with the input $l$.

For complete drag each mode was given a lattice loss rate $10^{-6}$ times its scattering rate on electrons. The coupled modes, up to $q_{max}=0.23757$ Å⁻¹, have $C=3.16436\times10^{-5}\ k_B$/bohr³, and $-C/(3n)=-3.16436\times10^{-5}/(3\times1.48185\times10^{-10})=-7.118\times10^4\ k_B/e$. The solution gives $-71185$ against the formula's $-71181$. This very large value is a test of Corollary 1 and not a prediction: $q_{max}$ is fixed by the grid cut, and at this density no realistic $l_q$ lets those modes lock to the electrons.

The numerical check below tests the streaming derivatives of Lemma 1 by finite differences. It tests Lemma 2 on a small ladder of levels with random rates, by differentiating the nonlinear collision integral numerically and comparing the Jacobian with its transpose and with $-\sum P\,ss^T$. This is the independent test of the symmetry, since the large model is assembled in symmetric form. In the large model it tests both momentum identities of Lemma 4, the elimination formula against the full solution, part (ii) with $S_g$ from the gradient problem and $\beta,\bar l,\mu$ from the field problem, the three truncations, and both corollaries. For Corollary 2 the ratios of numerical to elastic values of $\mu$, $\beta$, $\bar l$ and the transported energy $2T$ are computed at $n=10^{12}$ cm⁻³. They are 1.0100, 0.9955, 0.9965, 0.9985 at $v$ and 1.0061, 0.9985, 0.9972, 0.9995 at $v/\sqrt2$, and linear extrapolation in $v^2$ gives 1.0022, 1.0016, 0.9979, 1.0005. The deviations do not halve cleanly. For $\mu$ and $\beta$ the main reason is that $\lambda_i$ is held fixed while $\lambda_{ph}\propto v^2$, so the elastic $\beta$ moves from 0.68 to 0.81 between the two speeds and the coefficient of $mv^2/T$ moves with it. If $\lambda_i$ is scaled as $v^2$, the deviations of $\mu$ and $\beta$ are close to $+0.87\,mv^2/T$ and $-0.39\,mv^2/T$ at both speeds. For $\bar l$, grid error and a term of order $(mv^2/T)^{3/2}$ enter. The extrapolated ratios lie within about 0.2% of one (the program asserts 2%), but this test by itself does not fix the coefficient of the $mv^2/T$ correction.

## Computed values

```
m = 0.5 m_e; v = 6000 m/s = 2.74262e-03 a.u.; rho = 2650 kg/m^3 = 431.08 a.u.
n = 1e15 cm^-3 = 1.48185e-10 bohr^-3 = 1.000e-09 A^-3
units: kB/e = 86.173 uV/K; mobility a.u. = 0.04254 cm^2/Vs
T (100 K) = 3.16681e-04 Ha = 8.61733e-03 eV
Xi = 2.20496e-01 Ha = 6.00000e+00 eV
m v^2 = 3.76097e-06 Ha = 1.02341e-04 eV
m v^2/T = 0.01188; zeta/T = -7.4425
k_T = 1.77955e-02 1/bohr = 3.36287e-02 1/A
grid: 1200 energies to 13.0 T, 100 phonon shells
lambda_i = 5669.18 bohr = 3000 A
l_T = 188973 bohr = 100000 A
lambda_ph elastic = 2646.53 bohr = 1400.48 A
lambda elastic = 1804.26 bohr = 954.771 A
mu elastic = 76269.5 a.u. = 3244.8 cm^2/Vs
beta elastic = 0.68174
lbar elastic = 62990.9 bohr = 33333.3 A
S_g elastic Herring = -4.87630 kB/e = -420.21 uV/K
S_d elastic = -9.44254 kB/e = -813.70 uV/K
mu coupled = 77074 a.u. = 3279.0 cm^2/Vs
mu Bloch (no drag) = 77028.5 a.u. = 3277.1 cm^2/Vs
beta coupled = 0.67851
lbar coupled = 62653.4 bohr = 33154.7 A
S_g from grad T problem = -4.77633 kB/e = -411.59 uV/K
S_g Herring, field problem = -4.77675 kB/e = -411.63 uV/K
S_d coupled = -9.43945 kB/e = -813.43 uV/K
S total = -14.21577 kB/e = -1225.02 uV/K
S_g0 one-way = -4.77555 kB/e = -411.52 uV/K
e Pi_g = -1.51257e-03 Ha = -4.11592e-02 eV
e Pi_d = -2.98929e-03 Ha = -8.13429e-02 eV
e T S total = -4.50187e-03 Ha = -1.22502e-01 eV
gap Pi-TS, both terms = 4.33681e-18 Ha = 1.18011e-16 eV
gap, Omega_pe dropped = 1.51233e-03 Ha = 4.11525e-02 eV
gap, Omega_ep dropped = -1.51233e-03 Ha = -4.11525e-02 eV
gap, both dropped = -3.03577e-18 Ha = -8.26074e-17 eV
constant l = 56691.8 bohr = 30000 A
 n=1e+15 cm^-3: mu=4833.0 cm^2/Vs, S_g=-372.40, -vl/(muT)=-372.44 uV/K
 n=5e+17 cm^-3: mu=5794.5 cm^2/Vs, S_g=-310.61, -vl/(muT)=-310.64 uV/K
ratio to elastic formula: mu, beta, lbar, <eps>/2T
 v: 1.0100 0.9955 0.9965 0.9985
 v/sqrt2: 1.0061 0.9985 0.9972 0.9995
 v->0: 1.0022 1.0016 0.9979 1.0005
q_max = 0.23757 1/A; C = 3.16436e-05 kB/bohr^3 = 2.13542e-04 kB/A^3
complete drag: S_g = -71185.16, -C/(3n) = -71180.55 kB/e
n/cm^-3, zeta/T, mu/(cm^2/Vs), beta, lbar/A, S_g and S_d/(uV/K)
 1e+16 -5.138 3293.6 0.6772 32647 -402.70 -614.75
 1e+17 -2.817 3413.5 0.6655 29491 -344.92 -414.58
 5e+17 -1.125 3689.4 0.6310 23762 -243.79 -274.40
```
